# The Fowler-Nordheim exponent of a triangular barrier in a low-k dielectric

## Problem

An electron at the Fermi level of a metal electrode meets a dielectric film. At the interface, the conduction-band edge of the dielectric lies $\phi=2$ eV above the Fermi level. A field of magnitude $F=5$ MV/cm tilts this edge downwards into the film. The effective mass in the dielectric is $m=0.5\,m_e$.

Find the exponent of the electron's tunnelling probability. How far is it from the logarithm of the full transmission probability, and what would change it in a real low-k film?

Let $x$ be the distance into the dielectric and measure energies from the Fermi level. With $e>0$, the barrier is

$$V(x)=\phi-eFx .$$

The electron moves along $x$, the band is parabolic, and the image force is left out at first. The film is taken to be 30 nm thick.

## First estimate by scaling

The barrier ends where $V=0$, at

$$w=\frac{\phi}{eF}=\frac{2\ \text{eV}}{0.5\ \text{eV/nm}}=4\ \text{nm},$$

because 5 MV/cm is 0.5 V/nm. This is less than the film thickness, so the electron leaves the barrier inside the film and the triangular shape applies.

At the entrance the wave decays at the rate

$$q_0=\frac{\sqrt{2m\phi}}{\hbar}.$$

With $\hbar^2/(2m_e)=0.0381$ eV nm², this is

$$q_0=\sqrt{\frac{0.5\times 2}{0.0381}}\ \text{nm}^{-1}=5.123\ \text{nm}^{-1}.$$

If this rate held over the whole distance $w$, the amplitude would fall by $e^{-q_0w}$ and the probability, its square, by $e^{-2q_0w}$. The estimated exponent is

$$-2q_0w=-2\times5.123\times4=-41.0 .$$

Since $q_0\propto\sqrt{m\phi}$ and $w\propto\phi/F$, the exponent scales as $\sqrt m\,\phi^{3/2}/F$. The estimate treats the triangle as a rectangle of full height, so it must overstate the decay.

## Solution

### The exponent

Inside the barrier, at the Fermi energy, the Schrödinger equation is

$$\psi''=q^2(x)\,\psi,\qquad q(x)=\frac{\sqrt{2mV(x)}}{\hbar}=q_0\sqrt{1-\frac{x}{w}} .$$

Write $\psi=e^{S}$. Then $\psi''=(S''+S'^2)\psi$, and so

$$S''+S'^2=q^2 .$$

If $q$ changes slowly, $S''$ is small beside $S'^2$. The decaying solution then has $S'=-q$, which is the leading WKB approximation. The amplitude falls by $\exp(-\int_0^w q\,dx)$ and the probability by $e^{-B}$, with

$$B=2\int_0^w q_0\sqrt{1-\frac{x}{w}}\;dx .$$

Put $u=1-x/w$, so that $dx=-w\,du$. The limits $x=0,w$ become $u=1,0$, and the minus sign reverses them:

$$B=2q_0w\int_0^1u^{1/2}\,du=\frac43\,q_0w .$$

Inserting $q_0$ and $w$ gives

$$\boxed{B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF}}$$

For the present numbers,

$$-B=-\frac43\times5.123\times4=-27.3,\qquad e^{-B}=1.36\times10^{-12}.$$

The neglected term has relative size $|S''|/S'^2=|q'|/q^2=1/(2q_0w\,u^{3/2})$. At the entrance, where $u=1$, this is $1/41.0=0.024$. It reaches one at $u=0.084$, about 0.3 nm before the exit. The approximation therefore fails close to the exit, and the wave equation must decide whether this harms the exponent.

### The full transmission

For a linear potential the wave equation can be solved without the WKB approximation. Define

$$L=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad \zeta=\frac{w-x}{L}.$$

Because $V=eF(w-x)$, we have $q^2=(w-x)/L^3=\zeta/L^2$. Also $d^2/dx^2=L^{-2}d^2/d\zeta^2$, so the equation becomes

$$\frac{d^2\psi}{d\zeta^2}=\zeta\psi .$$

Its solutions are the Airy functions Ai and Bi. Far beyond the barrier let $z=-\zeta$, which is large and positive. There

$$\text{Ai}\simeq\frac{\sin\theta}{\sqrt\pi\,z^{1/4}},\quad
\text{Bi}\simeq\frac{\cos\theta}{\sqrt\pi\,z^{1/4}},\quad
\theta=\frac23z^{3/2}+\frac{\pi}{4}.$$

The combination $\psi=\text{Bi}+i\,\text{Ai}$ is proportional to $e^{i\theta}$. Its phase grows with $x$, so with the time factor $e^{-iEt/\hbar}$ it moves away from the metal. Taking this wave alone means that reflection from the far electrode is ignored.

The transmitted flux is $(\hbar/m)\,\text{Im}(\psi^*\psi')$. Here $|\psi|^2=1/(\pi\sqrt z)$ and $d\theta/dx=\sqrt z/L$, so

$$j_{\text{out}}=\frac{\hbar}{m}\,\frac{1}{\pi\sqrt z}\,\frac{\sqrt z}{L}=\frac{\hbar}{\pi mL}.$$

In the metal, where the mass is $m_e$, let $\psi=ae^{ikx}+be^{-ikx}$. Continuity of $\psi$ and of $\psi'/\text{mass}$ at $x=0$ requires

$$a+b=\psi_0,\qquad \frac{ik(a-b)}{m_e}=\frac{\psi_0'}{m}.$$

Multiply the second equation by $m_e/(ik)$, add the first, and divide by two:

$$a=\frac12\left(\psi_0+\frac{m_e}{ikm}\psi_0'\right).$$

For a thick barrier, $\zeta_0=w/L$ is large. Then Ai is negligible at the interface, while

$$\text{Bi}(\zeta_0)\simeq\frac{e^{\xi}}{\sqrt\pi\,\zeta_0^{1/4}},\qquad \xi=\frac23\zeta_0^{3/2}.$$

To leading order $\psi_0'=-(\sqrt{\zeta_0}/L)\psi_0=-q_0\psi_0$. Since $-1/i=i$,

$$a\simeq\frac{\psi_0}{2}(1+ir),\qquad r=\frac{\hbar q_0/m}{\hbar k/m_e}.$$

The incident flux is $\hbar k|a|^2/m_e$. Dividing the transmitted flux by it gives

$$T\simeq\frac{m_e}{\pi mLk}\,\frac{4\pi\sqrt{\zeta_0}\,e^{-2\xi}}{1+r^2}
=\frac{4r}{1+r^2}\,e^{-2\xi},$$

where $\sqrt{\zeta_0}/L=q_0$ was used. The exponent is

$$2\xi=\frac43\left(\frac wL\right)^{3/2}=\frac43\,w\sqrt{\frac{w}{L^3}}=\frac43\,q_0w=B .$$

The wave equation thus confirms the WKB exponent for a thick barrier and supplies the factor in front.

Take a kinetic energy of 7 eV in the metal, a rough value for copper. Then $r=0.756$ and the prefactor is 1.92. The thick-barrier formula gives $T\simeq2.62\times10^{-12}$; the Airy functions without the thick-barrier approximation give $2.61\times10^{-12}$. The logarithm of this full transmission is $-26.7$. It differs from $-27.3$ mainly by $\ln1.92=0.65$.

With reflection from the far electrode ignored, the prefactor does not depend on $F$ in this limit, so the slope of $\ln T$ against $1/F$ isolates the exponent. Solving the wave equation at fields 2% below and 2% above 5 MV/cm, with all else fixed, and dividing the slope by $F$ gives $-27.32$. In a film with a sharp far interface, the reflected wave adds a small oscillation to $\ln T$, which can noticeably change a slope taken over so narrow a range of fields.

### The thin-film limit

If the film thickness $t$ is less than $w$, the electron reaches the far electrode while still under the barrier. The integral then stops at $u=1-t/w$:

$$B_t=\frac43q_0w\left[1-\left(1-\frac tw\right)^{3/2}\right].$$

For $t\ll w$ the bracket is approximately $3t/(2w)$, and $B_t\to2q_0t$. This is direct tunnelling through a nearly rectangular barrier, whose leading exponent depends on thickness instead of field.

## Comparison of estimate and solution

The estimate, $-41.0$, is larger in magnitude than the solution, $-27.3$, by a factor $3/2$. The average of $\sqrt{1-x/w}$ across the barrier is $2/3$, and the estimate replaced it by one. An error that looks modest in the exponent is severe in the probability: the estimate is too small by a factor $e^{13.7}$, nearly a million.

The scaling itself is correct and shows how sensitive the result is:

- Lowering the barrier by 0.1 eV changes the exponent to $-25.3$ and raises $e^{-B}$ about 7.6 times.
- Raising the field by 10% changes it to $-24.8$ and raises $e^{-B}$ about 12 times.

In each case the other parameters are held fixed.

## What a real low-k film changes

As an example, take a dense organosilicate film on copper. The barrier and mass are values set by the exercise; a real barrier depends on the interface. For a gap of about 8 eV, 2 eV is a low barrier: a metal Fermi level near mid-gap would give about 4 eV, for which the ideal exponent is $2^{3/2}$ times larger, $-77$. The sizes of the corrections below hold for the 2 eV barrier only; the band-shape correction in particular grows strongly with barrier height. The field is high: it is about 0.8 of a rough breakdown field of 6 MV/cm, and five times a rough use field of 1 MV/cm. At that use field the ideal exponent is $-137$, so this tunnelling path is negligible there. At 5 MV/cm the 30 nm film carries 15 V. An electron that lost no energy in collisions could gain up to 13 eV after leaving the barrier, more than a rough band gap of 8 eV. Damage by energetic electrons is therefore energetically possible, although the model does not describe it.

**Image force.** The electron's attraction to the metal adds $-e^2/(16\pi\varepsilon x)$ to $V$. Setting the derivative of the new potential to zero gives $x_m=\sqrt{e/(16\pi\varepsilon F)}$, where the two lowering terms are equal. The peak falls by

$$\Delta=2eFx_m=\sqrt{\frac{e^3F}{4\pi\varepsilon}} .$$

For a rough fast relative permittivity of 2.0, $\Delta=0.60$ eV. The WKB integral over the rounded barrier gives an exponent of $-23.8$, which raises the exponential factor 33 times. These figures are estimates, because the integral begins less than an atomic distance from the metal, where the classical image force is not reliable.

**Band shape.** Deep in the gap a parabolic band overstates the decay if the two-band form $q^2=2mV(1-V/E_g)/\hbar^2$ applies. With $E_g=8$ eV and $m$ kept as the band-edge mass, the exponent is $-25.2$. With the image force as well it is $-22.3$, and the exponential factor is about 150 times the ideal one. If the mass had instead been fitted to data with the ideal formula, part of these corrections would already be contained in it.

**Temperature.** Assume that transmission depends on the normal energy $E$ alone. Summing the Fermi occupation over transverse energies weights each $E$ by $k_BT\ln(1+e^{-E/k_BT})$. For the ideal triangle, integrating this weight with the WKB probability gives a current 1.7 times the zero-temperature value at 300 K, and 2.4 times at 378 K. Emission over the image-lowered barrier has the exponent $-(\phi-\Delta)/k_BT$, which is $-43$ even at 378 K.

**Traps.** The model also assumes that the film has no defects. An electron leaving a trap that is positively charged when empty feels $-e^2/(4\pi\varepsilon x)$, four times the image term. The lowering varies as the square root of this coefficient, so it is $2\Delta=1.20$ eV. The Poole-Frenkel exponent for a trap of depth $E_t$ is $-(E_t-2\Delta)/k_BT$. It equals $-27.3$ when

$$E_t=2\Delta+Bk_BT,$$

which is 1.91 eV at 300 K and 2.09 eV at 378 K. For shallower traps, thermal escape alone has a more favourable exponent than ideal tunnelling from the metal. These depths are not a limit for conduction through traps, because at 5 MV/cm an electron can also tunnel out of a trap. At a depth of 1.91 eV the triangular barrier is already lower than the 2 eV at the metal, and the attraction of the charged trap lowers it further. Tunnelling out of this trap therefore has a more favourable exponent than Poole-Frenkel emission at 300 K. The ratio of the currents also depends on trap density and mobility, which are not specified here. The value $-27.3$ therefore describes injection through an ideal barrier, and it does not by itself predict the leakage of a film. The values used here are collected in the numerical output.

## Table of computed values

```
Barrier height: 2.00 eV
Effective mass: 0.50 m_e
Field: 5.00 MV/cm = 0.500 V/nm
hbar^2/(2 m_e): 0.038100 eV nm^2
Tunnelling distance w: 4.000 nm
Initial decay constant q0: 5.1232 nm^-1
Exponent from formula: -27.3236 (no unit)
Exponent from WKB integral: -27.3236 (no unit)
exp(-B): 1.3600e-12 (no unit)
Metal kinetic energy, rough: 7.0 eV
Speed ratio r: 0.7559 (no unit)
Matching prefactor: 1.9242 (no unit)
Wave-equation transmission: 2.6131e-12 (no unit)
Log of that transmission: -26.6705 (no unit)
Exponent from wave slope: -27.3220 (no unit)
Exponent, barrier 0.1 eV lower: -25.300 (no unit)
Exponent, field 10% higher: -24.840 (no unit)
Film thickness, rough: 30.0 nm
Film voltage: 15.00 V
Fast relative permittivity, rough: 2.00 (no unit)
Image-force lowering: 0.600 eV
Exponent with image force: -23.820 (no unit)
Image-force increase of exp: 33.24 times
Band gap, rough: 8.0 eV
Exponent with two-band mass: -25.173 (no unit)
Two-band increase of exp: 8.59 times
Exponent with both effects: -22.331 (no unit)
Combined increase of exp: 147.4 times
Decay energy d: 0.04880 eV
Thermal energy at 300 K: 0.02585 eV
Thermal current ratio at 300 K: 1.686 times
Thermionic exponent at 300 K: -54.15 (no unit)
Equal-exponent trap depth at 300 K: 1.906 eV
Thermal energy at 378 K: 0.03257 eV
Thermal current ratio at 378 K: 2.414 times
Thermionic exponent at 378 K: -42.98 (no unit)
Equal-exponent trap depth at 378 K: 2.090 eV
Poole-Frenkel lowering: 1.200 eV
Breakdown field, rough: 6.0 MV/cm
Field / breakdown field: 0.833 (no unit)
Largest collision-free energy gain: 13.00 eV
Use field, rough: 1.0 MV/cm
Ideal exponent at use field: -136.62 (no unit)
```
